# Why Gaussian Width Cancels in the Charged-Defect Supercell Correction, part 1

(Sections cited here and not found follow in the second part.)

## Part one: derivation in reciprocal space

A silicon self-interstitial can carry dopant atoms through the crystal during an anneal, and a process model needs its formation energy in each charge state. Such an energy is often computed in a periodic supercell. When the defect is charged, the cell does not describe one defect in a large crystal. It describes a lattice of equal charges, held neutral by a uniform background of opposite sign. The charges interact with their images and with the background, and these interactions fall off only slowly as the cell grows. They have to be estimated and removed.

One way to do so replaces the defect by a model charge whose electrostatics can be worked out, usually a Gaussian. The model supplies a lattice energy. A second term compares the potential of the model with the potential of the computed cell, far from the defect. The width of the Gaussian is chosen by the user and is not a property of the defect, yet each of the two terms changes with it. A usable correction must not, and the question is why it does not, and within what limits.

### Conventions

The defect has charge $Q=qe$, where $e>0$ is the elementary charge and $q$ is a signed integer. The cell has volume $\Omega$, and $\mathbf R$ runs over its lattice vectors. The medium is a linear, isotropic dielectric whose relative permittivity $\varepsilon$ is the same at all wavelengths. The model charge density is $Qg_\sigma(\mathbf r)$, with

$$g_\sigma(\mathbf r)=\frac{e^{-r^2/2\sigma^2}}{(2\pi\sigma^2)^{3/2}},\qquad \int g_\sigma\,d^3r=1 .$$

Here $\sigma$ is the standard deviation along one axis, so the mean square radius is $3\sigma^2$.

A periodic potential is fixed by the Poisson equation only up to a constant. That constant is chosen here so that every periodic potential has zero average over the cell. The choice matters for the alignment term, whose width dependence comes from it. The energy of the neutral array does not depend on the choice.

Let $E_{\rm iso}$ be the electrostatic energy of one model charge alone in the infinite dielectric, and $E_{\rm per}$ the energy per cell of the periodic, neutralized array. The energy to be added to the supercell result is

$$E_{\rm lat}=E_{\rm iso}-E_{\rm per}.$$

Let $V_{\rm def}$ be the potential that the defect adds to the bulk crystal in the supercell, and $V_{\rm model}$ the periodic potential of the model charge. Both are electrostatic potentials in volts, positive near a positive charge. The alignment quantity and the full correction are

$$\Delta V=V_{\rm def}-V_{\rm model}\ \ (\text{far from the defect}),\qquad E_{\rm corr}=E_{\rm lat}-Q\,\Delta V .$$

Many programs print the potential energy of an electron, $U=-eV$, instead. Then $\Delta U=-e\Delta V$, and the same term reads $-Q\Delta V=+q\,\Delta U$. The sign in front of the alignment term therefore depends on which of the two potentials is meant.

### Potential and energies

The density of the array is periodic and can be written as a Fourier series. Its coefficient at the reciprocal vector $\mathbf G$ is an integral over one cell of a sum over all images, which equals an integral of one Gaussian over all space. That integral is the Fourier transform of the Gaussian:

$$\sum_{\mathbf R}g_\sigma(\mathbf r-\mathbf R)=\frac1\Omega\sum_{\mathbf G}e^{-\sigma^2G^2/2}\,e^{i\mathbf G\cdot\mathbf r}. \tag{1}$$

The uniform background cancels the term $\mathbf G=0$. For every other term the Poisson equation, $-\varepsilon_0\varepsilon\nabla^2V=\rho$, divides the coefficient by $\varepsilon_0\varepsilon G^2$. With zero cell average,

$$V_{\rm model}(\mathbf r)=\frac{Q}{\varepsilon_0\varepsilon\Omega}\sum_{\mathbf G\neq0}\frac{e^{-\sigma^2G^2/2}}{G^2}\,e^{i\mathbf G\cdot\mathbf r}. \tag{2}$$

The energy of a charge distribution in a linear medium is half the integral of charge times potential. The background adds nothing to this integral, since it multiplies the cell average of $V_{\rm model}$, which is zero. What remains is $\tfrac12Q\int g_\sigma V_{\rm model}\,d^3r$. This integral supplies a second factor $e^{-\sigma^2G^2/2}$, so that

$$E_{\rm per}=\frac{Q^2}{2\varepsilon_0\varepsilon\Omega}\sum_{\mathbf G\neq0}\frac{e^{-\sigma^2G^2}}{G^2}. \tag{3}$$

For the isolated charge the sum $\Omega^{-1}\sum_{\mathbf G}$ becomes the integral $\int d^3k/(2\pi)^3$. The factor $k^2$ in the volume element cancels the denominator:

$$E_{\rm iso}=\frac{Q^2}{2\varepsilon_0\varepsilon}\,\frac{1}{2\pi^2}\int_0^\infty e^{-\sigma^2k^2}dk=\frac{Q^2}{8\pi^{3/2}\varepsilon_0\varepsilon\,\sigma}. \tag{4}$$

Both energies diverge as $\sigma\to0$. Their difference will turn out to be finite.

### Differentiation with respect to the squared width

The exponents contain $\sigma^2$ multiplied by $G^2$. A derivative with respect to $\sigma^2$ therefore brings down a factor $G^2$, which removes the denominator. This makes a Gaussian convenient here. Define

$$A=\frac{Q^2}{2\varepsilon_0\varepsilon\Omega}.$$

From (3),

$$\frac{dE_{\rm per}}{d\sigma^2}=-A\sum_{\mathbf G\ne0}e^{-\sigma^2G^2}
=-A\Big[\Omega\sum_{\mathbf R}g_{\sqrt2\sigma}(\mathbf R)-1\Big]. \tag{5}$$

The second form uses (1) at $\mathbf r=0$ with $\sigma^2$ replaced by $2\sigma^2$. Equation (1) contains all $\mathbf G$, so the term $\mathbf G=0$, equal to one, has to be subtracted.

The same derivative of the isolated energy is an integral over all wave vectors, with nothing left out:

$$\frac{dE_{\rm iso}}{d\sigma^2}=-\frac{Q^2}{2\varepsilon_0\varepsilon}\int\frac{d^3k}{(2\pi)^3}e^{-\sigma^2k^2}=-A\,\Omega\,g_{\sqrt2\sigma}(0). \tag{6}$$

Subtracting (5) from (6) cancels the term $\mathbf R=0$, which is the change in the self-energy of the charge:

$$\frac{dE_{\rm lat}}{d\sigma^2}=-A\Big[1-\Omega\sum_{\mathbf R\ne0}g_{\sqrt2\sigma}(\mathbf R)\Big]. \tag{7}$$

The potential (2) is treated in the same way. Its exponent has an extra factor $\tfrac12$, and (1) now applies at the point $\mathbf r$:

$$\frac{\partial V_{\rm model}(\mathbf r)}{\partial\sigma^2}
=\frac{Q}{2\varepsilon_0\varepsilon\Omega}\Big[1-\Omega\sum_{\mathbf R}g_\sigma(\mathbf r-\mathbf R)\Big]. \tag{8}$$

Equation (8) has a direct physical reading. A Gaussian whose $\sigma^2$ grows is a charge that spreads by diffusion, and each Fourier component of its potential obeys $\partial V/\partial\sigma^2=\tfrac12\nabla^2V$. By the Poisson equation the right side is $-\rho_{\rm tot}/(2\varepsilon_0\varepsilon)$, where $\rho_{\rm tot}$ is the total local charge density, background included. Far from the Gaussians only the background is present, with density $-Q/\Omega$. The potential there rises at the rate $Q/(2\varepsilon_0\varepsilon\Omega)$ for positive $Q$.

### The sum and its residual

The defect potential does not know which model width was chosen. Hence only $V_{\rm model}$ contributes to the derivative of the alignment term, and since $-Q\Delta V=-QV_{\rm def}+QV_{\rm model}$, it enters with a plus sign. Multiplying (8) by $Q$ gives the prefactor $A$. Adding (7), the two ones cancel:

$$\frac{dE_{\rm corr}}{d\sigma^2}=\frac{Q^2}{2\varepsilon_0\varepsilon}\Big[\sum_{\mathbf R\neq0}g_{\sqrt2\sigma}(\mathbf R)-\sum_{\mathbf R}g_\sigma(\mathbf r-\mathbf R)\Big]. \tag{9}$$

This holds for every width and every cell shape. It also shows that the correction is not strictly independent of $\sigma$. The first sum is the overlap of the model charge with its images. The second is the model density that reaches the point where the potentials are compared. Both are exponentially small when $\sigma$ is small compared with the distances involved, and within that condition the correction is constant.

With the opposite sign of the alignment term the two ones would add, and the sum would fall as $-2A\sigma^2$. A wrong sign thus doubles the width dependence of the lattice term.

When the tails are negligible, (7) and (8) integrate to

$$E_{\rm lat}=M-A\sigma^2,\qquad -Q\Delta V={\rm const}+A\sigma^2. \tag{10}$$

The constant $M$ is the limit of $E_{\rm lat}$ for a point charge. It is finite because the tail terms in (7) vanish faster than any power as $\sigma\to0$.

In practice the potential is often averaged over planes parallel to a cell face. Take a cubic cell of edge $L$ with the charge at the origin, and planes normal to $z$. The average removes every $\mathbf G$ with a component in the plane. On the plane $z=L/2$ the remaining terms have $G=2\pi n/L$ and sign $(-1)^n$. For a point charge, $\sum_{n\ge1}(-1)^n/n^2=-\pi^2/12$ gives

$$\frac{2Q}{\varepsilon_0\varepsilon L^3}\,\frac{L^2}{4\pi^2}\Big(-\frac{\pi^2}{12}\Big)=-\frac{Q}{24\varepsilon_0\varepsilon L}.$$

As long as the Gaussian tails at this plane are negligible, the width adds the amount found in (8), so

$$\bar V_{\rm model}(L/2)=-\frac{Q}{24\varepsilon_0\varepsilon L}+\frac{Q\sigma^2}{2\varepsilon_0\varepsilon\Omega}. \tag{11}$$

In the residual (9), the second sum becomes $L^{-2}\sum_n g^{(1)}_\sigma(L/2-nL)$, where $g^{(1)}_\sigma$ is the normalized Gaussian in one dimension.

### Numbers for a silicon-like cell

Take $q=2$, $\varepsilon=12$ and a cubic cell with $L=1.6$ nm, so that $\Omega=4.096$ nm³. These are rough values for silicon in a cell of about 216 atoms. With $e/\varepsilon_0=18.0951$ V nm,

$$A=\frac{4\times18.0951}{2\times12\times4.096}=0.7363\ \text{eV/nm}^2 .$$

The "defect" must not be a Gaussian, or the example would compare the model with itself. It is given the density $Qe^{-r/a}/(8\pi a^3)$ with $a=0.05$ nm, in the same dielectric. Its Fourier transform is $Q(1+a^2G^2)^{-2}$. Summing the plane-averaged series with this factor gives $\bar V_{\rm def}(L/2)=-0.07486$ V.

For $\sigma=0.14$ nm, equation (11) gives $-0.07854+0.00722=-0.07132$ V. Then $\Delta V=-0.00354$ V, and the alignment term is $+0.0071$ eV. The table lists the terms in eV, computed from the sums in (2) and (3) and from the field energy of the isolated charge. Everything except $\sigma$ is held fixed.

| $\sigma$ (nm) | $E_{\rm lat}$ | $-Q\Delta V$ | sum | wrong sign |
|---|---|---|---|---|
| 0.06 | 0.42293 | −0.00471 | 0.41822 | 0.42765 |
| 0.10 | 0.41822 | 0.00000 | 0.41822 | 0.41822 |
| 0.14 | 0.41115 | 0.00707 | 0.41822 | 0.40408 |
| 0.20 | 0.39613 | 0.02208 | 0.41821 | 0.37405 |
| 0.30 | 0.35946 | 0.05723 | 0.41670 | 0.30223 |

Between the first and third rows $\sigma^2$ grows by 0.016 nm². The lattice term falls by 0.01178 eV, a slope of $-0.736$ eV/nm², which is $-A$. The alignment term rises by the same amount. The wrongly signed sum falls twice as fast.

At $\sigma=0.30$ nm the sum has dropped by 1.5 meV, or 0.4 % of its value. Equation (9) accounts for the slope there. The prefactor is $A\Omega=3.016$ eV nm. The six nearest images contribute 0.0041 nm⁻³ to the first sum, and the two nearest charge planes contribute 0.0297 nm⁻³ to the second:

$$3.016\times(0.0041-0.0297)=-0.077\ \text{eV/nm}^2 .$$

A finite difference of the computed correction gives the same $-0.077$ eV/nm². The sampling term dominates because the density has to reach only half a cell edge. It varies as $e^{-L^2/8\sigma^2}$, while the image overlap varies as $e^{-L^2/4\sigma^2}$.

The cell need not be cubic. For an orthorhombic cell with edges 1.6, 1.3 and 2.0 nm the volume is 4.16 nm³, and $A$ becomes 0.7250 eV/nm². The slope of $E_{\rm lat}$ computed from the sums, between $\sigma=0.08$ and 0.12 nm, is $-0.7250$ eV/nm².

## Part two: derivation in real space

The symbols keep their meaning. A charge $Q=qe$ sits in each cell of volume $\Omega$ in a dielectric $\varepsilon$, with a uniform neutralizing background and periodic potentials of zero average. The correction is $E_{\rm corr}=E_{\rm lat}-Q\Delta V$, where $E_{\rm lat}=E_{\rm iso}-E_{\rm per}$ belongs to the model charge and $\Delta V=V_{\rm def}-V_{\rm model}$ is taken far from the defect. Part one found $E_{\rm lat}=M-A\sigma^2$ with $A=Q^2/(2\varepsilon_0\varepsilon\Omega)$, an opposite change of the alignment term, and a residual from Gaussian tails. It did not show that the constant value is the right one.

The second derivation uses no Fourier series and no Gaussian. Let the charge density be $Qf(r)$, where $f$ is spherical, normalized to one, and confined to a region small compared with the cell. Its mean square radius is $\langle r^2\rangle=\int r^2f\,d^3r$.

Part one has shown that the correction does not change with the width of a Gaussian model charge as long as the Gaussian tails are negligible. It remains to show, with the compact spherical charge just introduced, that the constant value is the right one.
